# Why semilocal functionals overbind the Cu²⁺–water complex: a delocalised hole

## The situation

A doubly charged copper ion has nine 3d electrons, and so one hole in its 3d shell. When one water molecule approaches in the gas phase, the ion attracts the water dipole and polarises the molecule. It can also pull an electron from the water, which moves the hole from copper to water.

At a copper–oxygen distance of 1.90 Å, the coupled-cluster method CCSD(T) gives a binding energy of 4.33 eV. The semilocal functional PBE gives 6.23 eV, and BLYP, evaluated on the PBE densities, gives 6.24 eV. Two differently built functionals thus err by nearly the same amount, 1.9 eV. They were evaluated on the same densities, and both are semilocal, so they may share an error for a hole spread over two places. The question here is how much of the PBE error comes from that source.

The binding energy is

$$D=E(\mathrm{Cu}^{2+})+E(\mathrm{H_2O})-E(\text{complex}),$$

so a complex energy that is too low makes $D$ too large. The geometry is the same in every method: planar, with O–H distances of 0.98 Å and an H–O–H angle of 107°. The fragments keep this geometry and use all basis functions of the complex.

The state is $^2B_1$, in which the 3d hole has the same symmetry as the highest occupied orbital of water, so the two can mix. No claim is made that this is the lowest state in every method.

The basis is def2-SVP on copper and oxygen, without f functions on copper, and 6-31G on hydrogen: 42 functions. Coupled cluster leaves the copper shells up to 3p and the oxygen 1s shell uncorrelated. CCSD(T) is therefore a reference within this basis, not the exact answer.

## The legitimate part: a hole that resonates

Some sharing of the hole is real. Consider two charge arrangements,

$$A:\ \mathrm{Cu}^{2+},\mathrm{H_2O}\qquad\text{and}\qquad B:\ \mathrm{Cu}^{+},\mathrm{H_2O}^{+}.$$

Let $A$ have energy zero and $B$ energy $\Delta>0$, both at the distance of the complex and including their electrostatics. Let the matrix element between them be $-t$, with $t>0$. In the state $\sqrt{1-q}\,|A\rangle+\sqrt q\,|B\rangle$, the probability of finding the hole on water is $q$, and the energy is

$$E(q)=q\Delta-2t\sqrt{q(1-q)}.$$

The first term is linear in $q$ because each arrangement holds a whole hole, so its energy enters with its probability. The second term is the resonance energy.

To minimise, write $q=(1-\cos\theta)/2$, so that $\sqrt{q(1-q)}=\tfrac12\sin\theta$. Then

$$E=\tfrac12\Delta-\left(\tfrac12\Delta\cos\theta+t\sin\theta\right).$$

The bracket is largest at $\tan\theta=2t/\Delta$, where it equals $\tfrac12\sqrt{\Delta^2+4t^2}$. Hence

$$q_0=\tfrac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4t^2}}\right),\qquad E(q_0)=\tfrac12\left(\Delta-\sqrt{\Delta^2+4t^2}\right).$$

## First contribution: fractional holes that cost too little

A semilocal functional sees only the averaged density: a fraction $1-q$ of a hole on copper and $q$ on water. For a separated fragment, the exact energy at hole fraction $x$ lies on the straight line between the energies at $x=0$ and $x=1$, since a fractional charge is an average over whole charges. A semilocal functional instead gives a curve that sags below the line. To quadratic order,

$$E_X(x)=(1-x)E_X(0)+xE_X(1)-\tfrac12\kappa_X\,x(1-x).$$

The second derivative of the last term is $+\kappa_X$, so $\kappa_X$ is the curvature. A positive value is expected when semilocal exchange does not fully cancel the hole's repulsion of itself. In Hartree–Fock, where that cancellation is complete, the curvatures found below are negative.

Copper has $x=1-q$ and water has $x=q$, so $x(1-x)=q(1-q)$ for both. The combined error is

$$-\tfrac12(\kappa_{\rm Cu}+\kappa_{\rm W})\,q(1-q).$$

The curvatures follow from self-consistent PBE calculations on the separate fragments with no hole, half a hole and a whole hole. At $x=\tfrac12$ the energy lies $\kappa_X/8$ below the line, so $\kappa_X$ is eight times that lowering. They are 16.7 eV for copper and 12.1 eV for water. At $q=\tfrac14$ the quadratic law predicts a lowering of

$$\tfrac12(16.7+12.1)\times\tfrac14\times\tfrac34\approx2.70\ \text{eV},$$

while direct calculations at those fractional occupations give 2.72 eV.

## Second contribution: a false repulsion that works against the first

Let $V$ be the repulsion between a unit hole on copper and a unit hole on water. Neither arrangement contains this repulsion, because each has only one hole: on copper in $A$, on water in $B$. The correct average therefore contains none of it.

The semilocal functional sees a fraction $1-q$ of the copper hole and a fraction $q$ of the water hole at the same time, and these two repel. Every other electrostatic term between the fragments involves at most one hole density, so it is linear in $q$ and agrees with the correct average. The excess is

$$(1-q)\,q\,V=+q(1-q)V.$$

This term opposes delocalisation. For point charges $V$ would be $1/R$ in atomic units, or 7.58 eV here. The actual hole densities, taken as differences between fragment densities, give 6.83 eV. At $q=\tfrac12$ the formula gives an excess of $V/4=1.71$ eV. The electrostatic energy of the relaxed fragment densities gives 1.67 eV.

## The balance

If the coupling $t$ and the gap $\Delta$ are taken to be the same in both descriptions, the semilocal energy is

$$E_{\rm sl}(q)=E(q)-Kq(1-q),\qquad K=\tfrac12(\kappa_{\rm Cu}+\kappa_{\rm W})-V.$$

For PBE, $K=14.42-6.83\approx7.6$ eV. The sagging fragment energies win, and sharing is favoured too strongly.

Let $q_s$ minimise $E_{\rm sl}$. The overbinding in the model is $\delta=E(q_0)-E_{\rm sl}(q_s)$. Since $q_s$ is the minimiser of $E_{\rm sl}$,

$$E_{\rm sl}(q_s)\le E_{\rm sl}(q_0)=E(q_0)-Kq_0(1-q_0),$$

which gives $\delta\ge Kq_0(1-q_0)$. Since $q_0$ is the minimiser of $E$,

$$E(q_0)\le E(q_s)=E_{\rm sl}(q_s)+Kq_s(1-q_s),$$

which gives $\delta\le Kq_s(1-q_s)$. Together,

$$Kq_0(1-q_0)\le\delta\le Kq_s(1-q_s).$$

For $K>0$ this implies $q_0(1-q_0)\le q_s(1-q_s)$. Both fractions are below one half, because exchanging $q$ and $1-q$ changes only the term $q\Delta$, which favours the smaller value. On that range $q(1-q)$ increases, so $q_s\ge q_0$. Equality would require the slope of the added term, $-K(1-2q_0)$, to vanish, which it does not. The hole therefore spreads further than it should.

Round parameters show the size of the effect. With $\Delta=4$ eV and $t=1$ eV, $\sqrt{16+4}=4.472$, so

$$E(q_0)=\tfrac12(4-4.472)=-0.236\ \text{eV},\qquad q_0=0.053.$$

For $K=4$ eV, numerical minimisation gives $q_s=0.194$ and an energy of $-0.640$ eV. The overbinding is $0.640-0.236=0.404$ eV, between the bounds 0.200 and 0.625 eV. The lower bound is the error at the correct hole fraction; the rest comes from the hole's response.

## Two limits

For small $K$ the hole hardly responds, and to first order

$$\delta\simeq Kq_0(1-q_0)=\frac{Kt^2}{\Delta^2+4t^2}.$$

The last form follows from $q_0(1-q_0)=\tfrac14\sin^2\theta$ and $\tan\theta=2t/\Delta$.

For vanishing coupling with $0<\Delta<K$, the correct hole sits entirely on copper. The semilocal energy is $q\Delta-Kq(1-q)$. Setting its derivative $\Delta-K(1-2q)$ to zero gives

$$q_s=\frac{K-\Delta}{2K}.$$

At this point $\Delta-K=-2Kq_s$, so

$$E_{\rm sl}(q_s)=q_s(\Delta-K)+Kq_s^2=-Kq_s^2=-\frac{(K-\Delta)^2}{4K}.$$

The functional now splits the hole with no resonance at all, which is why the delocalisation can be called spurious. Stretching the bond reduces $V$ and so raises $K$. It also lowers $\Delta$, because $B$ loses its repulsion. At large separation $B$ is the lower arrangement, since removing an electron from Cu⁺ costs more than removing one from water. The formulas for $\Delta>0$ then no longer apply, and $D$ does not refer to the lowest separated products.

## The opposite case: Hartree–Fock

Remove an electron from an orbital $\phi=\sqrt{1-q}\,d+\sqrt q\,w$, with $d$ on copper and $w$ on water, and hold the other orbitals fixed. The Hartree–Fock energy changes by

$$-\langle\phi|F|\phi\rangle+\tfrac12(J_{\phi\phi}-K_{\phi\phi}),$$

where $F$ is the Fock operator before removal, and $J_{\phi\phi}$ and $K_{\phi\phi}$ are the direct and exchange self-repulsion. These two are equal and cancel, including the part between copper and water. What remains is linear in $q$ apart from the $d$–$w$ coupling, so $V$ drops out of the error.

Relaxation of the other orbitals restores a curvature. If it lowers a fragment's energy by $Lx^2$, its departure from the straight line is

$$-Lx^2+Lx=Lx(1-x),$$

which means $\kappa=-2L<0$. The calculated curvatures are $-7.5$ eV for copper and $-5.0$ eV for water, so $K\approx-6.3$ eV. Taking $L$ from the relaxation energy of a whole hole gives $-2L=-8.3$ and $-5.55$ eV, so the quadratic form holds to about 10%. Hartree–Fock holds the hole too tightly.

In the round-number model, $K=-2$ eV reduces the hole fraction to 0.027 and underbinds by 0.072 eV. Linear interpolation between the PBE and Hartree–Fock values gives $K\approx0.7$ eV for half exact exchange, and the fragment curvatures computed with that functional, 4.4 and 3.5 eV, together with $V/2$ give 0.55 eV. Most of the error should cancel there.

## Weighing the contributions in the complex

The hole fraction on water is measured by the Mulliken spin population. For coupled cluster it comes from an approximate CCSD density, in which the amplitudes of the left-hand state are replaced by those of the right-hand state.

| Method | Hole on water | $D$ (eV) |
|---|---:|---:|
| Hartree–Fock | 0.01 | 4.02 |
| PBE, half exact exchange | 0.13 | 4.60 |
| PBE | 0.43 | 6.23 |
| Coupled cluster | 0.09 (CCSD) | 4.33 (CCSD(T)) |

In this basis, PBE puts more than four times as much hole on water as CCSD does. Half exact exchange removes most of this excess and cuts the overbinding from 1.90 to 0.27 eV.

A second comparison keeps the PBE functional but evaluates it on Hartree–Fock densities, for complex and fragments alike. The binding falls to 4.60 eV, so 1.64 eV of the 1.90 eV disappears when the density is not allowed to relax to the PBE one. This result equals the half-exchange value to the printed digits. The calculations are different, and nothing derived here requires them to agree. Nor is it PBE at the correct density, since the Hartree–Fock hole is too localised.

A third comparison removes the hole. For Cu⁺–H₂O at the same geometry, PBE overbinds by 0.50 eV relative to CCSD; for Cu²⁺–H₂O the corresponding error is 1.94 eV. About a quarter of the error thus has a counterpart without any hole. If that part carries over unchanged, which the different charge makes uncertain, about 1.4 eV belongs to the hole.

The fragment value of $K$ gives an error of 0.64 eV at the CCSD hole fraction and 1.86 eV at the PBE fraction. The full error of 1.90 eV lies slightly above this range, and the hole-related 1.4 eV lies inside it. The inequalities are bounds within the two-state model. For the molecule they are estimates, because $K$ omits orbital overlap and the polarisation of each fragment by the other.

The gap is also not the same in the two descriptions. In this basis PBE needs 20.88 eV to ionise Cu⁺ and 12.24 eV to ionise water, against 19.41 and 11.85 eV in CCSD(T). PBE thus puts $\Delta$ about 1.1 eV below the CCSD(T) value, a difference at whole charges that is linear in $q$ and also moves the hole towards water. It adds 0.10 eV at the CCSD hole fraction and 0.46 eV at the PBE fraction, which shifts the range to 0.74–2.32 eV. The hole-related difference between PBE and coupled cluster therefore contains this term as well as $Kq(1-q)$, and the two are not separated here. Both CCSD(T) values are too low in this small basis: the measured ionisation energies are 20.29 eV for Cu⁺ and about 12.6 eV for water, 0.9 and 0.8 eV higher. These errors largely cancel in $\Delta$. The measured difference of about 7.7 eV lies near the CCSD(T) value of 7.56 eV and far from the PBE value of 8.64 eV.

## How far the numbers reach

In Hartree–Fock, the basis superposition error that the common basis removes is 0.10 eV, and scalar relativity changes the binding by 0.05 eV to first order. Both are small beside 1.9 eV, but the relativistic change was not computed for PBE, whose hole is shared. Restoring the f functions on copper changes the Hartree–Fock and PBE binding energies by about 0.01 eV each, to 4.03 and 6.22 eV, and raises the CCSD hole fraction from 0.09 to 0.10. With the larger def2-TZVP basis on copper, the Hartree–Fock binding is again 4.03 eV and the CCSD hole fraction is 0.11. The correlated binding is less stable than the Hartree–Fock one: with def2-TZVP on copper the CCSD value rises from 4.29 to 4.43 eV. The CCSD(T) binding was not computed with either extension and the water basis was not varied, so the reference is uncertain by at least 0.1 eV and the 1.9 eV is a difference within the small basis. Spin–orbit coupling is left out.

Copper in a plating bath is surrounded by several water molecules and a polarisable liquid, which change $\Delta$, $t$ and $V$. The 1.9 eV should not be carried over to that case. The model's $K=4$ eV is a round number, about half the PBE fragment value, and its $\Delta$ and $t$ were not extracted from the complex. Unrelaxed fragment densities, which leave out polarisation and overlap, give $\Delta\approx0.8$ eV with CCSD(T) ionisation energies and $-0.3$ eV with PBE ones, so $\Delta>0$ is an assumption for the PBE complex. What carries over is the condition found in the model: when the hole belongs mainly on the metal, a ligand orbital can share it and a semilocal functional has $K>0$, the hole spreads too far. This contribution makes the binding too strong, though other errors may add to it or offset it.
